**Diffuse Gaussians on a simple cubic lattice: energy gain and near-singular overlap**

For two normalised s-type Bloch sums with exponents α > β, lattice constant a and overlap ρ, the smaller overlap eigenvalue is 1−ρ ≈ 3(x_α−x_β)² at Γ and (3/2)(x_α²−x_β²)² at the zone corner, where x_α = exp(−π²/αa²) is small. The program asserts that both laws agree within 1% with high-precision sums over lattice sites, for two exponent pairs and two lattice constants. It also asserts that dropping real-space overlaps below 10⁻⁸ makes the squared norm of one diffuse Bloch sum negative at the corner. Energies are computed for one electron in a lattice of Gaussian wells, with and without a diffuse function of exponent 5 nm⁻². The output shows a gain of 70 meV in the free atom but a mean gain of 4.5 meV at a = 0.30 nm, where the smallest eigenvalue of the normalised S(k) falls from 2.8×10⁻⁸ to about 10⁻¹⁸. At a = 1.50 nm the mesh-averaged lattice energies are asserted to agree with the free-atom energies within 2 meV. A plane-wave reference shows that the compact basis still has a mean error of 23 meV at 0.30 nm, most of which the diffuse function does not remove.

## Numerical check

```python
"""Diffuse s Gaussians on a simple cubic lattice.

Result under test: in a dense lattice a diffuse function lowers the energy far
less than in the free atom, while the normalised Bloch overlap matrix S(k)
becomes nearly singular. For a pair alpha > beta with normalised overlap rho,
and x(alpha) = exp(-pi^2/(alpha a^2)), small alpha a^2 gives
    1 - rho = 3 (x(alpha) - x(beta))^2             at Gamma, k = 0
    1 - rho = 3/2 (x(alpha)^2 - x(beta)^2)^2       at the corner, k = pi/a (1,1,1)
Symbols: a lattice constant (nm); alpha, beta exponents (nm^-2);
each site carries the potential -DEPTH exp(-GAMMA r^2).
Lattice energies use plane-wave coefficients and a QR factorisation, so the
nearly singular overlap matrix is never inverted.
"""
from itertools import combinations_with_replacement, permutations
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal

mp.mp.dps = 80
KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
DEPTH = 16.0       # eV
GAMMA = 100.0      # nm^-2
COMPACT = np.array([200.0, 90.0, 40.0, 18.0])
DIFFUSE = 5.0
EXTRA = 1.5
FULL = np.append(COMPACT, DIFFUSE)
DENSE = 0.30       # nm
CENTRE = (0.0, 0.0, 0.0)
CORNER = (0.5, 0.5, 0.5)


# ---------- free atom ----------
def atom_matrices(exps):
    p, q = exps[:, None], exps[None, :]
    s = (2 * np.sqrt(p * q) / (p + q))**1.5
    t = KIN * 6 * p * q / (p + q) * s
    v = -DEPTH * s * ((p + q) / (p + q + GAMMA))**1.5
    return s, t + v


def atom_energy(exps):
    s, h = atom_matrices(exps)
    return eigh(h, s, eigvals_only=True)[0]


def atom_grid_energy(step=0.001, radius=4.0):
    r = np.arange(1, int(round(radius / step))) * step
    diagonal = 2 * KIN / step**2 - DEPTH * np.exp(-GAMMA * r**2)
    off = np.full(len(r) - 1, -KIN / step**2)
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select='i', select_range=(0, 0))[0]


# ---------- lattice: k is given in units of 2 pi / a ----------
def mesh_points():
    points = []
    for k in combinations_with_replacement((0.0, 0.25, 0.5), 3):
        weight = len(set(permutations(k))) * 2**k.count(0.25)
        points.append((k, weight))
    return points


MESH = mesh_points()
WEIGHTS = np.array([w for _, w in MESH], float)
assert WEIGHTS.sum() == 64
WEIGHTS /= WEIGHTS.sum()


def plane_waves(k, a, nmax):
    n = np.arange(-nmax, nmax + 1)
    kx, ky, kz = [(2 * np.pi * (n + f) / a)**2 for f in k]
    k2 = kx[:, None, None] + ky[None, :, None] + kz[None, None, :]
    g = 2 * np.pi * (n[:, None] - n[None, :]) / a
    well = np.sqrt(np.pi / GAMMA) / a * np.exp(-g**2 / (4 * GAMMA))
    return k2.ravel(), well


def bloch_columns(exps, k2):
    b = np.exp(-k2[:, None] / (4 * exps[None, :]))
    return b / np.linalg.norm(b, axis=0)


def lattice_state(exps, k, a):
    """Lowest energy (eV) and smallest eigenvalue of normalised S(k)."""
    nmax = int(np.ceil(115.0 * a / (2 * np.pi))) + 1
    k2, well = plane_waves(k, a, nmax)
    q, r = np.linalg.qr(bloch_columns(exps, k2))
    smallest = np.linalg.svd(r, compute_uv=False)[-1]**2
    size = 2 * nmax + 1
    vq = q.reshape(size, size, size, len(exps))
    for axis in range(3):
        vq = np.moveaxis(np.tensordot(well, vq, axes=(1, axis)), 0, axis)
    h = q.T @ (KIN * k2[:, None] * q - DEPTH * vq.reshape(q.shape))
    return np.linalg.eigvalsh((h + h.T) / 2)[0], smallest


def band(exps, a):
    data = np.array([lattice_state(exps, k, a) for k, _ in MESH])
    return data[:, 0], data[:, 1].min()


def full_plane_wave_energy(k, a, nmax=4):
    k2, well = plane_waves(k, a, nmax)
    h = np.diag(KIN * k2) - DEPTH * np.kron(np.kron(well, well), well)
    return eigh(h, eigvals_only=True, subset_by_index=[0, 0])[0]


# ---------- overlaps summed directly over lattice sites ----------
def site_sum(alpha, beta, k, a):
    alpha, beta, a = mp.mpf(alpha), mp.mpf(beta), mp.mpf(a)
    mu = alpha * beta / (alpha + beta)
    value = (2 * mp.sqrt(alpha * beta) / (alpha + beta))**mp.mpf(1.5)
    for f in k:
        value *= 1 + 2 * mp.fsum(mp.cos(2 * mp.pi * f * n)
                                 * mp.exp(-mu * a**2 * n**2)
                                 for n in range(1, 71))
    return value


def pair_eigenvalue(alpha, beta, k, a):
    cross = site_sum(alpha, beta, k, a)
    return 1 - cross / mp.sqrt(site_sum(alpha, alpha, k, a)
                               * site_sum(beta, beta, k, a))


def pair_law(alpha, beta, k, a):
    x, y = [mp.exp(-mp.pi**2 / (mp.mpf(e) * mp.mpf(a)**2))
            for e in (alpha, beta)]
    if k == CENTRE:
        return 3 * (x - y)**2
    return mp.mpf(1.5) * (x**2 - y**2)**2


def truncated_corner_norm(alpha, a, threshold):
    n = np.arange(-20, 21)
    x, y, z = np.meshgrid(n, n, n, indexing='ij')
    overlap = np.exp(-alpha * a**2 * (x**2 + y**2 + z**2) / 2)
    sign = 1 - 2 * ((x + y + z) % 2)
    return float(np.sum(np.where(overlap >= threshold, sign * overlap, 0.0)))


# Free atom: analytic Gaussian matrices against a radial grid.
atom_compact, atom_full = atom_energy(COMPACT), atom_energy(FULL)
atom_exact = atom_grid_energy()
atom_gain = atom_compact - atom_full
assert atom_full > atom_exact - 1e-3
assert atom_gain > 0.5 * (atom_compact - atom_exact)

# Plane-wave overlap matrix against direct sums over sites.
test_k = (0.25, 0.25, 0.5)
k2_test, _ = plane_waves(test_k, DENSE, 8)
columns = bloch_columns(FULL, k2_test)
direct = np.array([[float(site_sum(p, q, test_k, DENSE)
                          / mp.sqrt(site_sum(p, p, test_k, DENSE)
                                    * site_sum(q, q, test_k, DENSE)))
                    for q in FULL] for p in FULL])
assert np.max(np.abs(columns.T @ columns - direct)) < 1e-9

# Pair law against direct site sums.
for a_test in (0.30, 0.40):
    for pair in ((18.0, DIFFUSE), (DIFFUSE, EXTRA)):
        for k in (CENTRE, CORNER):
            ratio = pair_eigenvalue(*pair, k, a_test) / pair_law(*pair, k, a_test)
            assert abs(ratio - 1) < 0.01
# The larger exponent of the pair controls the eigenvalue.
control = (pair_eigenvalue(18.0, EXTRA, CENTRE, DENSE)
           / pair_eigenvalue(18.0, DIFFUSE, CENTRE, DENSE))
assert abs(control - 1) < 1e-4

# One function: corner norm, and the damage done by dropping small overlaps.
corner = {}
for alpha in (18.0, DIFFUSE):
    exact = site_sum(alpha, alpha, CORNER, DENSE)
    c = mp.mpf(alpha) * mp.mpf(DENSE)**2
    leading = 8 * (2 * mp.pi / c)**mp.mpf(1.5) * mp.exp(-3 * mp.pi**2 / (2 * c))
    assert abs(leading / exact - 1) < 1e-6
    corner[alpha] = (float(exact), truncated_corner_norm(alpha, DENSE, 1e-8))
assert abs(corner[18.0][1] / corner[18.0][0] - 1) < 1e-3
assert corner[DIFFUSE][0] > 0 > corner[DIFFUSE][1]

# Lattice energies from dense to dilute packing.
scan = {}
for a in (DENSE, 0.40, 0.60, 0.90, 1.50):
    e_compact, s_compact = band(COMPACT, a)
    e_full, s_full = band(FULL, a)
    scan[a] = (WEIGHTS @ e_compact, WEIGHTS @ e_full, s_compact, s_full,
               np.max(e_compact - e_full))
dense, dilute = scan[DENSE], scan[1.50]
dense_gain = dense[0] - dense[1]
reference = np.array([full_plane_wave_energy(k, DENSE) for k, _ in MESH])
dense_exact = WEIGHTS @ reference
assert dense[1] > dense_exact - 1e-4
assert dense_gain < 0.1 * atom_gain
assert dense[3] < 1e-3 * dense[2]
assert abs(dilute[0] - atom_compact) < 2e-3
assert abs(dilute[1] - atom_full) < 2e-3
assert abs((dilute[0] - dilute[1]) / atom_gain - 1) < 0.05
atom_small = np.linalg.eigvalsh(atom_matrices(FULL)[0])[0]
atom_small_compact = np.linalg.eigvalsh(atom_matrices(COMPACT)[0])[0]
assert 0.5 < dilute[3] / atom_small < 2

print(f"hbar^2/(2 m_e) = {KIN:.6f} eV nm^2")
print(f"well depth = {DEPTH:.1f} eV, well exponent = {GAMMA:.1f} nm^-2")
print("compact exponents (nm^-2):", *COMPACT)
print(f"diffuse exponent = {DIFFUSE} nm^-2, extra exponent = {EXTRA} nm^-2")
print(f"atom energy, compact basis = {atom_compact:.5f} eV")
print(f"atom energy, with diffuse = {atom_full:.5f} eV")
print(f"atom energy, radial grid = {atom_exact:.4f} eV")
print(f"atom gain from diffuse = {1000 * atom_gain:.3f} meV")
print(f"atom smallest S eigenvalue, compact = {atom_small_compact:.3e}")
print(f"atom smallest S eigenvalue, with diffuse = {atom_small:.3e}")
print("lattice, lowest band averaged over 4x4x4 mesh; min S over mesh:")
for a, (ec, ef, sc, sf, top) in scan.items():
    print(f"a = {a:.2f} nm: E compact = {ec:.5f} eV, E full = {ef:.5f} eV")
    print(f"  mean gain = {1000 * (ec - ef):.4f} meV, max = {1000 * top:.4f} meV")
    print(f"  min S eigenvalue: compact = {sc:.3e}, full = {sf:.3e}")
print(f"a = 0.30 nm, full plane-wave mean energy = {dense_exact:.5f} eV")
print(f"compact-basis error there = {1000 * (dense[0] - dense_exact):.4f} meV")
print(f"gain ratio lattice/atom at 0.30 nm = {dense_gain / atom_gain:.3e}")
print("pair eigenvalue 1-rho at a = 0.30 nm (site sum; law):")
for pair in ((18.0, DIFFUSE), (DIFFUSE, EXTRA)):
    one_atom = 1 - (2 * np.sqrt(pair[0] * pair[1]) / sum(pair))**1.5
    print(f"exponents {pair[0]}, {pair[1]} nm^-2: one atom = {one_atom:.4f}")
    for name, k in (("Gamma", CENTRE), ("corner", CORNER)):
        found = float(pair_eigenvalue(*pair, k, DENSE))
        law = float(pair_law(*pair, k, DENSE))
        print(f"  {name}: {found:.4e}; {law:.4e}")
print(f"double-precision epsilon = {np.finfo(float).eps:.3e}")
print("one-function S(corner), a = 0.30 nm, overlaps below 1e-8 dropped:")
for alpha, (exact, cut) in corner.items():
    print(f"exponent {alpha} nm^-2: exact = {exact:.4e}, truncated = {cut:.4e}")
print("tests ok")
```

Running it gives:

```
hbar^2/(2 m_e) = 0.038100 eV nm^2
well depth = 16.0 eV, well exponent = 100.0 nm^-2
compact exponents (nm^-2): 200.0 90.0 40.0 18.0
diffuse exponent = 5.0 nm^-2, extra exponent = 1.5 nm^-2
atom energy, compact basis = -0.66904 eV
atom energy, with diffuse = -0.73903 eV
atom energy, radial grid = -0.7397 eV
atom gain from diffuse = 69.983 meV
atom smallest S eigenvalue, compact = 8.844e-03
atom smallest S eigenvalue, with diffuse = 6.151e-03
lattice, lowest band averaged over 4x4x4 mesh; min S over mesh:
a = 0.30 nm: E compact = -0.24312 eV, E full = -0.24759 eV
  mean gain = 4.4691 meV, max = 11.3319 meV
  min S eigenvalue: compact = 2.768e-08, full = 9.941e-19
a = 0.40 nm: E compact = -0.50027 eV, E full = -0.50630 eV
  mean gain = 6.0251 meV, max = 12.3709 meV
  min S eigenvalue: compact = 5.068e-05, full = 9.236e-11
a = 0.60 nm: E compact = -0.66425 eV, E full = -0.70409 eV
  mean gain = 39.8340 meV, max = 75.4148 meV
  min S eigenvalue: compact = 3.624e-03, full = 3.503e-05
a = 0.90 nm: E compact = -0.66913 eV, E full = -0.73724 eV
  mean gain = 68.1045 meV, max = 138.7829 meV
  min S eigenvalue: compact = 8.608e-03, full = 2.495e-03
a = 1.50 nm: E compact = -0.66904 eV, E full = -0.73904 eV
  mean gain = 69.9927 meV, max = 72.9731 meV
  min S eigenvalue: compact = 8.844e-03, full = 5.999e-03
a = 0.30 nm, full plane-wave mean energy = -0.26642 eV
compact-basis error there = 23.2975 meV
gain ratio lattice/atom at 0.30 nm = 6.386e-02
pair eigenvalue 1-rho at a = 0.30 nm (site sum; law):
exponents 18.0, 5.0 nm^-2: one atom = 0.2507
  Gamma: 1.5324e-05; 1.5324e-05
  corner: 3.9138e-11; 3.9138e-11
exponents 5.0, 1.5 nm^-2: one atom = 0.2265
  Gamma: 2.6720e-19; 2.6720e-19
  corner: 1.1899e-38; 1.1899e-38
double-precision epsilon = 2.220e-16
one-function S(corner), a = 0.30 nm, overlaps below 1e-8 dropped:
exponent 18.0 nm^-2: exact = 6.5656e-03, truncated = 6.5656e-03
exponent 5.0 nm^-2: exact = 2.1519e-12, truncated = -3.6379e-07
tests ok
```
